# Subgap density from the conductivity activation energy of a thin film: test program

```python
# Result under test: for a thin film with uniform potential, at low temperature,
#   g(-Ea) = C/(q t) * (1/|dEa/dVG| - 1)      (Ea in eV, VG in V)
# g: subgap states per cm^3 and eV; Ea: Arrhenius energy of the conductivity;
# C: insulator capacitance per area; t: film thickness; q: elementary charge.
# mu = EF - Ec in eV (negative in the gap). Gate voltage is counted from the
# zero-temperature flat band. Lengths are in cm inside the program.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import expit

q = sc.e
k = sc.k / sc.e                      # eV/K
eps0 = sc.epsilon_0 / 100            # F/cm

# Round model inputs, rough values for an amorphous oxide transistor
t_film = 10e-7
d_ins = 100e-7
eps_ins = 3.9 * eps0
eps_film = 10.0 * eps0
C = eps_ins / d_ins
N_tail, E_tail = 1e19, 0.08
mu_flat = -0.35
T_low, T_high = 180.0, 220.0
mass_ratio = 0.34
sigma0, width_over_length, V_drain = 10.0, 1000.0, 0.01
loc_length = 1e-7

energies = np.linspace(-1.3, 0.0, 2601)
mu_grid = np.linspace(-0.45, -0.07, 501)


def tail(E):
    return N_tail * np.exp(E / E_tail)


peak_height, peak_center, peak_width = 5e17, -0.30, 0.05


def peak(E):
    return peak_height * np.exp(-(E - peak_center)**2 / (2 * peak_width**2))


def band_density(T):
    m = mass_ratio * sc.m_e
    return 2 * (2 * np.pi * m * sc.k * T / sc.h**2)**1.5 * 1e-6


def simulate(density, T1, T2, free=False, power=0.0):
    """Charge balance at two temperatures; returns Ea(V), ln sigma, V range."""
    n_fix = quad(density, -1.3, mu_flat, epsabs=0, epsrel=1e-10, limit=200)[0]
    logs, lows, highs = [], [], []
    for T in (T1, T2):
        fermi = expit((mu_grid[:, None] - energies) / (k * T))
        n = trapezoid(density(energies) * fermi, energies, axis=1)
        if free:
            n = n + band_density(T) * np.exp(mu_grid / (k * T))
        V = mu_grid - mu_flat + q * t_film / C * (n - n_fix)
        logs.append(CubicSpline(V, mu_grid / (k * T) + power * np.log(T)))
        lows.append(V[0])
        highs.append(V[-1])

    def arrhenius(V):
        return k * (logs[1](V) - logs[0](V)) / (1 / T1 - 1 / T2)
    return arrhenius, logs, (max(lows), min(highs))


def density_from_slope(slope, t=t_film):
    return C / (q * t) * (1 / slope - 1)


def extract(sim, Ea_target, h=5e-4):
    """Density assigned to the energy Ea_target below the band edge."""
    Ea, _, (lo, hi) = sim
    V = brentq(lambda v: Ea(v) - Ea_target, lo + 2 * h, hi - 2 * h, xtol=1e-13)
    return density_from_slope((Ea(V - h) - Ea(V + h)) / (2 * h))


def thermal_coefficient(T1, T2):
    return np.pi**2 / 6 * k**2 * T1 * T2


# Low-temperature recovery, and sign and size of the leading thermal error
Tc1, Tc2 = 30.0, 40.0
cold = thermal_coefficient(Tc1, Tc2)
cold_tail = extract(simulate(tail, Tc1, Tc2), 0.25) / tail(-0.25) - 1
cold_peak = extract(simulate(peak, Tc1, Tc2), 0.30) / peak(-0.30) - 1
pred_tail = -cold / E_tail**2
pred_peak = cold / peak_width**2
assert abs(cold_tail) < 0.01 and abs(cold_peak) < 0.01
# next order in T^2 is a few per cent of the leading correction
assert abs(cold_tail / pred_tail - 1) < 0.10
assert abs(cold_peak / pred_peak - 1) < 0.10


def poisson_extract(t, Ea_target, steps=200):
    """Full band bending with zero-temperature trap filling, from back to front."""
    mu = np.linspace(-0.345, -0.13, 2000)
    slope = np.zeros_like(mu)
    n_fix = N_tail * E_tail * np.exp(mu_flat / E_tail)
    dy = t / steps

    def curvature(m):
        n = N_tail * E_tail * np.exp(np.minimum(m, 0.1) / E_tail)
        return q * (n - n_fix) / eps_film
    profile = [mu]
    for _ in range(steps):
        a1, b1 = slope, curvature(mu)
        a2, b2 = slope + dy / 2 * b1, curvature(mu + dy / 2 * a1)
        a3, b3 = slope + dy / 2 * b2, curvature(mu + dy / 2 * a2)
        a4, b4 = slope + dy * b3, curvature(mu + dy * a3)
        mu = mu + dy / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        slope = slope + dy / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
        profile.append(mu)
    keep = mu < -0.03
    profile = np.array(profile)[:, keep]
    V = mu[keep] - mu_flat + eps_film * slope[keep] / C
    logs = [np.log(simpson(np.exp(profile / (k * T)), dx=dy, axis=0) / t)
            for T in (T_low, T_high)]
    Ea = k * (logs[1] - logs[0]) / (1 / T_low - 1 / T_high)
    g = density_from_slope(-np.gradient(Ea, V), t)
    assert np.all(np.diff(Ea) < 0) and Ea[-1] < Ea_target < Ea[0]
    return np.interp(Ea_target, Ea[::-1], g[::-1])


bend_weak = poisson_extract(t_film, 0.30) / tail(-0.30) - 1
bend_pred = C * t_film / (3 * eps_film)
bend_thin = poisson_extract(t_film, 0.20) / tail(-0.20) - 1
bend_thick = poisson_extract(50e-7, 0.20) / tail(-0.20) - 1
# residual: second-order bending, which grows with charge
assert abs(bend_weak - bend_pred) < 0.003
assert abs(bend_thin) < 0.03 and abs(bend_thick) > 0.10

# Worked example
example = simulate(tail, T_low, T_high)
Ea_of_V, log_sigma, _ = example
warm = thermal_coefficient(T_low, T_high) / E_tail**2
h_gate = 0.02
rows = []
for V in (0.10, 0.20, 0.40):
    E_minus, E_mid, E_plus = (float(Ea_of_V(v)) for v in (V - h_gate, V, V + h_gate))
    s = (E_minus - E_plus) / (2 * h_gate)
    raw = C / (q * t_film) / s
    g = density_from_slope(s)
    true = tail(-E_mid)
    rows.append((V, E_minus, E_mid, E_plus, s, raw, g, true))
    # next thermal order and the finite gate step stay near one per cent
    assert abs(g / true - 1 + warm) < 0.03
    assert raw / true - 1 > abs(g / true - 1)

# Effects outside the model
base20, base15 = extract(example, 0.20), extract(example, 0.15)
with_free = simulate(tail, T_low, T_high, free=True)
free20 = extract(with_free, 0.20) / base20 - 1
free15 = extract(with_free, 0.15) / base15 - 1
power = 1.5
pref20 = extract(simulate(tail, T_low, T_high, power=power), 0.20) / base20
axis_shift = power * k * np.log(T_high / T_low) / (1 / T_low - 1 / T_high)
assert abs(pref20 / np.exp(axis_shift / E_tail) - 1) < 0.02
current = (sigma0 * np.exp(float(log_sigma[0](0.10))) * t_film
           * width_over_length * V_drain)
mu_top = k * T_low * float(log_sigma[0](0.40))
field = (0.40 - (mu_top - mu_flat)) / d_ins
Ea_first = rows[0][2]
T_mott = 18 / (k * tail(-Ea_first) * loc_length**3)
hop_exponent = (T_mott / T_low)**0.25
band_exponent = Ea_first / (k * T_low)
T_cross = (Ea_first / (k * T_mott**0.25))**(4 / 3)
assert hop_exponent > band_exponent

print(f"film thickness {t_film*1e7:.0f} nm, insulator thickness {d_ins*1e7:.0f} nm")
print(f"relative permittivity: insulator {eps_ins/eps0:.1f}, film {eps_film/eps0:.1f}")
print(f"tail density at band edge {N_tail:.1e} cm^-3 eV^-1, tail energy {E_tail:.3f} eV")
print(f"flat-band Ec-EF {-mu_flat:.2f} eV; temperatures {T_low:.0f} and {T_high:.0f} K")
print(f"insulator capacitance C {C*1e9:.2f} nF/cm^2")
print(f"geometric term C/(q t) {C/(q*t_film):.4e} cm^-3 eV^-1")
print(f"gate half-step {h_gate:.2f} V")
for V, Em, E0, Ep, s, raw, g, true in rows:
    print(f"VG {V:.2f} V: Ea at V-h, V, V+h = {Em:.5f}, {E0:.5f}, {Ep:.5f} eV")
    print(f"  slope |dEa/dVG| {s:.4f} eV/V, inverse {1/s:.4f} V/eV")
    print(f"  density without subtraction {raw:.3e} cm^-3 eV^-1")
    print(f"  density with subtraction    {g:.3e} cm^-3 eV^-1")
    print(f"  input density at Ea         {true:.3e} cm^-3 eV^-1")
    print(f"  errors: without {100*(raw/true-1):+.1f} %, with {100*(g/true-1):+.1f} %")
print(f"predicted thermal error, example tail {-100*warm:+.2f} %")
print(f"cold test temperatures {Tc1:.0f} and {Tc2:.0f} K (mathematical limit)")
print(f"  tail at 0.25 eV: error {100*cold_tail:+.4f} %, predicted {100*pred_tail:+.4f} %")
print(f"  Gaussian peak: height {peak_height:.1e} cm^-3 eV^-1, width {peak_width:.2f} eV")
print(f"  peak at 0.30 eV: error {100*cold_peak:+.4f} %, predicted {100*pred_peak:+.4f} %")
print(f"band bending, 10 nm, Ea 0.30 eV: {100*bend_weak:+.2f} %, predicted {100*bend_pred:+.2f} %")
print(f"band bending, 10 nm, Ea 0.20 eV: {100*bend_thin:+.2f} %")
print(f"band bending, 50 nm, Ea 0.20 eV: {100*bend_thick:+.1f} %")
print(f"free electrons: mass ratio {mass_ratio:.2f}, band density at 200 K {band_density(200.0):.2e} cm^-3")
print(f"  change of extracted density: Ea 0.20 eV {100*free20:+.2f} %, 0.15 eV {100*free15:+.1f} %")
print(f"prefactor T^{power:.1f}: energy shift {axis_shift*1000:.1f} meV")
print(f"  extracted density at Ea 0.20 eV multiplied by {pref20:.3f}")
print(f"insulator field at VG 0.40 V, 180 K: {field/1e6:.4f} MV/cm")
print(f"current inputs: sigma0 {sigma0:.0f} S/cm, W/L {width_over_length:.0f}, drain {V_drain*1000:.0f} mV")
print(f"  current at VG 0.10 V, 180 K: {current*1e12:.3f} pA")
print(f"hopping estimate at VG 0.10 V: localization length {loc_length*1e7:.0f} nm, Mott T {T_mott:.2e} K")
print(f"  exponents at 180 K: hopping {hop_exponent:.1f}, band {band_exponent:.1f}")
print(f"  exponents equal near {T_cross:.0f} K")
print("all good")
```

Output:

```
film thickness 10 nm, insulator thickness 100 nm
relative permittivity: insulator 3.9, film 10.0
tail density at band edge 1.0e+19 cm^-3 eV^-1, tail energy 0.080 eV
flat-band Ec-EF 0.35 eV; temperatures 180 and 220 K
insulator capacitance C 34.53 nF/cm^2
geometric term C/(q t) 2.1553e+17 cm^-3 eV^-1
gate half-step 0.02 V
VG 0.10 V: Ea at V-h, V, V+h = 0.30184, 0.29208, 0.28290 eV
  slope |dEa/dVG| 0.4735 eV/V, inverse 2.1117 V/eV
  density without subtraction 4.551e+17 cm^-3 eV^-1
  density with subtraction    2.396e+17 cm^-3 eV^-1
  input density at Ea         2.597e+17 cm^-3 eV^-1
  errors: without +75.3 %, with -7.7 %
VG 0.20 V: Ea at V-h, V, V+h = 0.25851, 0.25130, 0.24449 eV
  slope |dEa/dVG| 0.3507 eV/V, inverse 2.8518 V/eV
  density without subtraction 6.146e+17 cm^-3 eV^-1
  density with subtraction    3.991e+17 cm^-3 eV^-1
  input density at Ea         4.323e+17 cm^-3 eV^-1
  errors: without +42.2 %, with -7.7 %
VG 0.40 V: Ea at V-h, V, V+h = 0.20103, 0.19666, 0.19247 eV
  slope |dEa/dVG| 0.2141 eV/V, inverse 4.6711 V/eV
  density without subtraction 1.007e+18 cm^-3 eV^-1
  density with subtraction    7.912e+17 cm^-3 eV^-1
  input density at Ea         8.558e+17 cm^-3 eV^-1
  errors: without +17.6 %, with -7.5 %
predicted thermal error, example tail -7.56 %
cold test temperatures 30 and 40 K (mathematical limit)
  tail at 0.25 eV: error -0.2291 %, predicted -0.2290 %
  Gaussian peak: height 5.0e+17 cm^-3 eV^-1, width 0.05 eV
  peak at 0.30 eV: error +0.5741 %, predicted +0.5863 %
band bending, 10 nm, Ea 0.30 eV: +1.26 %, predicted +1.30 %
band bending, 10 nm, Ea 0.20 eV: +0.68 %
band bending, 50 nm, Ea 0.20 eV: -53.0 %
free electrons: mass ratio 0.34, band density at 200 K 2.71e+18 cm^-3
  change of extracted density: Ea 0.20 eV -1.20 %, 0.15 eV -7.0 %
prefactor T^1.5: energy shift 25.7 meV
  extracted density at Ea 0.20 eV multiplied by 1.381
insulator field at VG 0.40 V, 180 K: 0.0256 MV/cm
current inputs: sigma0 10 S/cm, W/L 1000, drain 10 mV
  current at VG 0.10 V, 180 K: 0.446 pA
hopping estimate at VG 0.10 V: localization length 1 nm, Mott T 8.04e+08 K
  exponents at 180 K: hopping 46.0, band 18.8
  exponents equal near 55 K
all good
```
